# Why tunnelling through a lattice insulator can oscillate with thickness

## What symmetry fixes

Take a crystalline film at zero in-plane wavevector, with a real Hamiltonian (time reversal without spin-dependent terms). Inside the film, at a real energy $E$ in the gap, let

$$u_+(n)=e^{-\kappa n}e^{iqn}$$

be a solution on layer $n$, with $\kappa>0$ and $0<q<\pi$, both per layer. The complex conjugate of the wave equation is the same equation, so $u_-(n)=e^{-\kappa n}e^{-iqn}$ is also a solution. The two states decay equally and have opposite real wavevectors.

Suppose that these are the slowest-decaying states and that each contact has one open channel. For a half-infinite film, the solution with a wave incident from the contact is unique up to a factor. Its conjugate also decays into the film, so it is the same solution up to a phase. The tail $c_+u_++c_-u_-$ therefore has $|c_+|=|c_-|$.

At the far contact let the outgoing amplitude be $b_+$ or $b_-$ per unit of arriving $u_+$ or $u_-$. One combination $\alpha u_++\beta u_-$ gives no outgoing wave. The condition of a vanishing contact wave survives conjugation, so the conjugate combination must be proportional to it, and $|\alpha|=|\beta|$. Since $b_+\alpha+b_-\beta=0$, also $|b_+|=|b_-|$. Two contributions of equal size then add, and up to relative amplitude corrections of order $e^{-2\kappa N}$ from multiple reflections and $e^{-(\kappa_3-\kappa)N}$ from any next-slowest state with decay constant $\kappa_3$, a film of $N$ layers transmits

$$T\propto e^{-2\kappa N}\cos^2(qN+\varphi).$$

Symmetry fixes this form. The values of $q$, $\kappa$, $\varphi$ and the prefactor need a model. A nonzero real wavevector alone would not suffice: a single state gives $|e^{iqN-\kappa N}|^2=e^{-2\kappa N}$, without oscillation.

## The evanescent pair in a lattice model

Let each layer carry one orbital, with spacing $d$, on-site energy $e_0$ and real hoppings $t_1$ and $t_2>0$ to first and second neighbours. With $\cos 2kd=2\cos^2kd-1$,

$$E(k)=e_0-2t_2+2t_1\cos kd+4t_2\cos^2kd .$$

Define $c_0=-t_1/(4t_2)$ and choose $e_0=2t_2+4t_2c_0^2$, which puts the completed square at zero:

$$E(k)=4t_2(\cos kd-c_0)^2 .$$

For $|c_0|<1$ the band edge is $E=0$, reached at $\pm k_0$ with $\cos k_0d=c_0$. Near $k_0$, $\cos kd-c_0\simeq-d\sin(k_0d)\,(k-k_0)$. Equating the energy to $\hbar^2(k-k_0)^2/2m$ gives

$$t_2=\frac{\hbar^2}{8md^2\sin^2k_0d},\qquad t_1=-4t_2c_0 .$$

At depth $\Delta$ below the edge, $E=-\Delta$ requires $(\cos kd-c_0)^2=-s^2$ with $s^2=\Delta/(4t_2)$. Write one root as $\cos\theta=c_0+is$, $\theta=q-i\kappa$. Since $\cos\theta=\cos q\cosh\kappa+i\sin q\sinh\kappa$,

$$\cos q\cosh\kappa=c_0,\qquad \sin q\sinh\kappa=s .$$

Put $u=\cosh^2\kappa$. Then $\cos^2q+\sin^2q=1$ reads $c_0^2/u+s^2/(u-1)=1$, and multiplication by $u(u-1)$ gives

$$u^2-(1+c_0^2+s^2)u+c_0^2=0 .$$

At $u=1$ the left side is $-s^2<0$, so one root exceeds 1; this larger root is the one needed. Near the edge $\kappa\simeq s/\sin k_0d$, or $\kappa/d\simeq\sqrt{2m\Delta}/\hbar$, the effective-mass result. The effective mass sets the decay, and the valley position sets the oscillation.

## Transmission of a finite film

Let $A$ be the matrix with ones between nearest neighbours of the $N$-layer film. The diagonal of $A^2$ is 2 inside and 1 at the ends, and its second-neighbour elements are 1. If the two end-site energies are lowered by $t_2$, the film Hamiltonian is therefore

$$H=4t_2X^2,\qquad X=A/2-c_0 .$$

The isolated-film Green function is

$$g=(-\Delta-H)^{-1}=-\frac{1}{4t_2}(X^2+s^2)^{-1}.$$

Because $X$ is real and $(X-is)^{-1}=(X+is)(X^2+s^2)^{-1}$, we have $(X^2+s^2)^{-1}=s^{-1}\,\mathrm{Im}(X-is)^{-1}$, element by element. Also $(X-is)^{-1}=2(A-2\cos\theta)^{-1}$.

The determinants $D_n$ of $A-2\cos\theta$ for $n$ layers obey $D_n=-2\cos\theta\,D_{n-1}-D_{n-2}$, with $D_0=1$ and $D_1=-2\cos\theta$. Hence $D_n=(-1)^n\sin((n+1)\theta)/\sin\theta$. The cofactor for element $(1,1)$ is $D_{N-1}$. For $(1,N)$ it is $(-1)^{N+1}$, since the remaining minor is triangular with unit diagonal. Dividing by $D_N$ gives $-\sin N\theta/\sin((N+1)\theta)$ and $-\sin\theta/\sin((N+1)\theta)$. The two minus signs cancel, so

$$g_{1N}=\frac{1}{2t_2s}\,\mathrm{Im}\frac{\sin\theta}{\sin((N+1)\theta)},\qquad
g_{11}=\frac{1}{2t_2s}\,\mathrm{Im}\frac{\sin N\theta}{\sin((N+1)\theta)} .$$

Each contact is a chain with hopping $-t_L$, joined to an end layer by $-t_c$, with its band centre at the working energy. Its waves are then $i^m+r(-i)^m$ on the left and $t\,i^m$ on the right, where $m=0$ is the contact site next to the film. Continuing these waves one site into the film, the matching conditions are

$$t_L\,i(1-r)=t_c\phi_1,\qquad -i\,t_L\,t=t_c\phi_N ,$$

for film amplitudes $\phi_n$. The contact sites beside the film thus have amplitudes $1+r=2+i(t_c/t_L)\phi_1$ and $t=i(t_c/t_L)\phi_N$. Substitution into the film equation adds $\Sigma=-i\Gamma/2$ to each end site, with $\Gamma=2t_c^2/t_L$, and leaves a source $-2t_c$ on layer 1. With $G$ the Green function including $\Sigma$, $\phi_N=-2t_cG_{1N}$, so $t=-i\Gamma G_{1N}$ and $T=\Gamma^2|G_{1N}|^2$.

The even and odd combinations of the end sites have isolated Green functions $g_{11}\pm g_{1N}$, and each becomes $g/(1-\Sigma g)$. Half their difference is

$$G_{1N}=\frac{g_{1N}}{(1-\Sigma g_{11})^2-\Sigma^2g_{1N}^2},\qquad
T=\frac{\Gamma^2g_{1N}^2}{\left|(1+i\Gamma g_{11}/2)^2+\Gamma^2g_{1N}^2/4\right|^2}.$$

For $\kappa N\gg1$, $\sin((N+1)\theta)\simeq e^{\kappa(N+1)}e^{i(N+1)q}/(2i)$. With $\sin\theta=\sin q\cosh\kappa-i\cos q\sinh\kappa=|\sin\theta|e^{-i\beta}$,

$$g_{1N}\simeq\frac{|\sin\theta|}{t_2s}e^{-\kappa(N+1)}\cos[(N+1)q+\beta],\qquad \tan\beta=\cot q\tanh\kappa .$$

Likewise $\sin N\theta/\sin((N+1)\theta)\to e^{-i\theta}$, so $g_{11}\to g_\infty=-e^{-\kappa}/(2t_2\sinh\kappa)$. Therefore

$$T\simeq T_{\rm env}e^{-2\kappa(N+1)}\cos^2[(N+1)q+\beta],\qquad
T_{\rm env}=\frac{\Gamma^2|\sin\theta|^2/(t_2s)^2}{(1+\Gamma^2g_\infty^2/4)^2}.$$

The period in thickness is $\pi d/q$. Since $g_{1N}$ is real and can change sign with energy, $T$ can vanish completely at an energy inside the gap.

## How large: a silicon valley pair

Consider a silicon (001) barrier at zero in-plane wavevector, 0.05 eV below the conduction edge. Rough inputs are a lattice constant $a=0.54$ nm, valleys at $0.85\times2\pi/a$ and a longitudinal mass $0.92\,m_0$. Then $d=a/4=0.135$ nm, $k_0d=1.3352$, $t_2=0.601$ eV and $t_1=-0.561$ eV. The model contacts have $t_L=2$ eV and $t_c=1$ eV, so $\Gamma=1$ eV.

The formulas give $s=0.1442$, $q=1.3378$, $\kappa=0.1477$ and $\beta=0.0348$. The decay constant is $1.09\ \mathrm{nm^{-1}}$, against $1.10\ \mathrm{nm^{-1}}$ from the effective mass. The period is $\pi/1.3378=2.35$ layers, or 0.317 nm.

For 19 layers (2.565 nm) the phase is $20(1.3378)+0.0348=26.79$, only 0.087 above $8.5\pi$, so $\cos^2=0.0075$. With $T_{\rm env}=2.74$,

$$T\simeq2.74\,e^{-2(0.1477)(20)}(0.0075)=5.6\times10^{-5}.$$

Direct wave matching gives the same value to two digits. The neighbours, 18 and 20 layers, transmit $9.0\times10^{-3}$ and $5.4\times10^{-3}$. Relative to their geometric mean, the 19-layer value is 0.0080; this ratio is called the dip below. Which thickness falls at a deep minimum depends sharply on the rough valley position, because a change of 0.01 in the factor 0.85 shifts the 19-layer phase by 0.31 rad. The 19-layer dip is 0.054 for 0.84, 0.18 for 0.86 and 0.38 for 0.83, the deepest minimum then moves to another thickness, and the parity-reversal length given below runs from 6.3 to 7.2 layers between 0.84 and 0.86. The number 19 is therefore an example, not a prediction for silicon.

The samples show an odd–even alternation because $2q$ is close to $\pi$:

$$\cos[2q(N+1)+2\beta]=(-1)^{N+1}\cos[(\pi-2q)(N+1)-2\beta].$$

The favoured parity reverses every $\pi/(\pi-2q)=6.7$ layers. The low values in the numerical output accordingly move from even $N$ (12, 14) to odd (17, 19, 21) and back (24, 26). At 12 layers the thick-film fringe factor is 0.0215 and the computed one 0.0229, a difference of about 6% of the latter. For 26 layers $T$ vanishes at 0.0349 eV below the edge, where wave matching leaves only rounding error.

## When the pattern changes or fails

**A single band minimum.** Two valleys are not required. With $c_0=1.2$ and the same $t_2$, the minimum is at $k=0$, with energy $4t_2(1-c_0)^2=0.096$ eV. Down to 0.096 eV below this edge, $\cos\theta$ has two real roots above 1, and both states decay without a real wavevector. Deeper, the roots form a complex pair. At a depth of 0.05 eV the computed $T$ falls steadily from 8 to 30 layers. At 0.30 eV, $q=0.368$ and $g_{1N}$ changes sign twice between 3 and 25 layers.

**Broken time reversal.** Giving the second-neighbour hopping of the silicon chain a phase of 0.03 rad splits the decay constants into 0.1211 and 0.1703 per layer. The relative weight of the faster state then falls as $e^{-(\kappa_2-\kappa_1)N}$. Contrast was measured as the standard deviation over the mean of $|g_{1N}|e^{\kappa_1N}$, in windows of 14 thicknesses starting at 40 and 80 layers. The second window keeps 0.143 of the first window's contrast; the exponential law predicts 0.140. With zero phase the ratio is 1.06, so the contrast persists.

**More channels.** Channels with different fringe phases fill one another's minima. Independent contacts of equal $\Gamma$ were attached to the outer two layers on each side. Over 30 to 60 layers, with the exponential removed, the ratio of smallest to largest $T$ rises from 0.001 for one channel to 0.70.

**Roughness.** If wide terraces of $N-1$, $N$ and $N+1$ layers conduct in parallel with weights ¼, ½, ¼, and the change of envelope between them is ignored, the oscillating term is multiplied by $(1+\cos2q)/2=\cos^2q=0.053$. The full average at 19 layers gives a dip of 0.92: the minimum has almost gone.

**Temperature.** The dip is 0.0080 at 4 K, 0.0069 at 77 K and 0.0112 at 300 K, although at 300 K about 84% of the 20-layer conductance comes from above the edge. The dip survives because of the film's level structure at the band edge. The film's levels are $4t_2[\cos(j\pi/20)-c_0]^2$, with $j=1,\dots,19$, and $k_0d=8.5\pi/20$ lies midway between $j=8$ and $j=9$. These two lowest levels are nearly degenerate and enter $g_{1N}$ with opposite signs, so they largely cancel above the edge too. Because $q$ is close to $k_0d$, the other deep minima have a similar pair, but the size of the dip does not carry over: at 300 K it is 0.015, 0.028, 0.068 and 0.13 for 12, 26, 33 and 40 layers, so from 19 layers on it weakens with thickness.

## Against a real silicon barrier

The chain reproduces the position and mass of two valleys; its fringe phase and prefactor belong to the model contacts and film ends. A depth of 0.05 eV is small beside silicon's gap of roughly 1.1 eV, and very small beside gate-oxide barriers of roughly 3 eV. The model also assumes that only electrons near zero in-plane wavevector arrive. Silicon's four transverse valleys, with a rough mass of $0.19\,m_0$ along the current, decay at $0.50\ \mathrm{nm^{-1}}$. At 19 layers their exponential factor is 21 times larger, so they can hide the oscillation if the contacts or disorder supply their in-plane momentum. For the valence-derived state, a rough two-band estimate is $\hbar^2\kappa_v^2/2m_v=\epsilon(1-\epsilon/W)$, with $\epsilon=1.05$ eV the height above the valence edge, $m_v=0.2\,m_0$ and $W=3.4$ eV. It gives $\kappa_v=1.95\ \mathrm{nm^{-1}}$ and an exponential factor 0.012 times that of the valley pair, similar to the dip itself. If the contacts couple to this state, its amplitude adds to that of the pair and could raise or lower the transmission at the minimum. The exponential factor leaves out the coupling: in the $sp^3s^*$ model described below, the squared weight of this state relative to the pair's envelope at 19 layers is 0.004 for contacts on the end $s$ orbitals but 0.15 for $p_z$ and 0.11 for $s^*$. The pair is also the slowest state at zero in-plane wavevector only near the conduction edge. Its decay constant exceeds $\kappa_v$ beyond a depth of about 0.15 eV with these estimates, and 0.20 eV in the $sp^3s^*$ model; for deeper barriers, such as most metal–silicon contacts, the $\cos^2$ law does not describe thick films. Between metal contacts, image forces lower the mid-film barrier by $e^2\ln2/(4\pi\varepsilon_0\varepsilon_rL)$, the sum over the repeated images in both contacts. This is about 0.032 eV for relative permittivity $\varepsilon_r=12$ and thickness $L=2.565$ nm, a large part of 0.05 eV. Lowering the whole barrier by this amount changes the dip to 0.0018. The actual image potential is deeper near the contacts; with that profile the minimum persists, but the dip lies anywhere from below 0.0001 to 0.007 for image planes placed 0.5 to 3 layers outside the end layers, and reaches 0.016 at a quarter of a layer. A 10 mV drop across the film, 0.039 MV/cm, leaves it at 0.0080.

## What to do about it

Do not extract a decay constant from two neighbouring thicknesses. Here 18 and 19 layers would give $\tfrac12\ln(9.03\times10^{-3}/5.63\times10^{-5})=2.5$ per layer, instead of 0.148.

In a coherent one-channel calculation, compute every layer number and keep the complex amplitude $t_N$, with its phase referred to the contact sites beside the film. A sum of the two waves $e^{(\pm iq-\kappa)N}$ obeys

$$t_{N+1}-2e^{-\kappa}\cos q\;t_N+e^{-2\kappa}t_{N-1}=0 .$$

Four successive amplitudes supply two such equations, linear in $e^{-\kappa}\cos q$ and $e^{-2\kappa}$, and hence both $q$ and $\kappa$. The relation holds for thick films whatever the end structure, provided that the ends stay the same as $N$ changes and that every other evanescent state coupled to the contacts has died out. The chain has no other state, but silicon does. In the nearest-neighbour $sp^3s^*$ model with the Vogl–Hjalmarson–Dow parameters (valley at $0.73\times2\pi/a$ and longitudinal mass $0.74\,m_0$, both off the values used above) and the contacts coupled to the end $s$ orbitals, the pair decays at 0.134 per layer and the valence-derived state at 0.277; the amplitudes for 18 to 21 layers then give $\kappa=0.26$, those for 40 to 43 give 0.139 and those for 60 to 63 give 0.133. With contacts on the $p_z$ or $s^*$ orbitals convergence is slower: 40 to 43 layers give 0.089 and 0.101. Repeat the extraction at increasing $N$ until it stops changing. For the chain above, the relation itself is well satisfied. It was tested for 40 to 46 layers without the end-site lowering and with the first, second and last layers raised by 0.3, 0.15 and 0.5 eV. The residual stayed below $10^{-3}$ of the sum of the three amplitudes' magnitudes.

For a device, first find which in-plane wavevectors carry the current and compare their decay constants. A thickness chosen at a transmission minimum can reduce leakage if one valley pair and one channel dominate and the film has the same layer number over nearly all its area: in the parallel-terrace model, 1% each of 18 and 20 layers raises the 19-layer transmission 3.5 times, and 5% each raises it 14 times. Otherwise, design for the sum over channels and terraces, in which the minimum may be absent.

## Numbers as computed

```
Rough Si inputs: a=0.54 nm, k0=0.85 x 2pi/a, mL=0.92 m0, mT=0.19 m0
Layer spacing 0.1350 nm; k0*d 1.3352 rad; C0 0.2334
Hoppings t1 -0.5610 eV, t2 0.6008 eV; mass from curvature 0.9200 m0
Depth below edge 0.050 eV; s 0.1442
Lead hopping 2.0 eV; contact hopping 1.0 eV; Gamma 1.0 eV
q 1.3378 rad/layer; kappa 0.1477 per layer; beta 0.0348 rad
Decay constant 1.0941 1/nm; effective-mass value 1.0988 1/nm
Oscillation period 2.348 layers = 0.3170 nm
Odd-even pattern reverses every 6.74 layers
Envelope prefactor T_env 2.7382
N | thickness nm | T exact | T/envelope | cos^2 law
12 | 1.620 | 1.345e-03 | 0.0229 | 0.0215
13 | 1.755 | 4.390e-02 | 1.0026 | 0.9926
14 | 1.890 | 3.261e-03 | 0.1001 | 0.0984
15 | 2.025 | 1.775e-02 | 0.7320 | 0.7250
16 | 2.160 | 9.088e-03 | 0.5036 | 0.4996
17 | 2.295 | 3.736e-03 | 0.2782 | 0.2756
18 | 2.430 | 9.032e-03 | 0.9036 | 0.9012
19 | 2.565 | 5.630e-05 | 0.0076 | 0.0075
20 | 2.700 | 5.426e-03 | 0.9801 | 0.9787
21 | 2.835 | 5.663e-04 | 0.1375 | 0.1371
22 | 2.970 | 2.056e-03 | 0.6705 | 0.6696
23 | 3.105 | 1.279e-03 | 0.5604 | 0.5599
24 | 3.240 | 3.800e-04 | 0.2237 | 0.2234
25 | 3.375 | 1.181e-03 | 0.9345 | 0.9342
26 | 3.510 | 6.523e-07 | 0.0007 | 0.0007
Dip T(19)/sqrt(T(18)T(20)): 0.0080
Zero for N=26: 0.03492 eV below edge; computed T 5.9e-32
Min/max without envelope, N=30-60: 1 channel 0.00116, 2 0.70056
One-minimum band, C0=1.2: 0.05 eV below edge, T falls steadily (N=8-30)
  0.30 eV below edge: 2 sign changes (N=3-25), q 0.3683 rad/layer
Contrast kept over 40 layers with time reversal: 1.059
  hopping phase 0.03 rad: kappas 0.1211, 0.1703 per layer
  contrast kept 0.1425; decay-difference law 0.1397
NEGLECTED EFFECTS, 19 layers = 2.565 nm
Transverse valleys: decay 0.4993 1/nm; exponential gain 21.1
Valence inputs (rough): mass 0.2 m0, gap 1.1 eV, two-band span 3.4 eV
Valence branch: decay 1.95 1/nm; exponential ratio 0.0123
4 K: dip 0.0080; N=20 share above edge 0.00e+00
77 K: dip 0.0069; N=20 share above edge 7.65e-03
300 K: dip 0.0112; N=20 share above edge 8.39e-01
One-layer roughness (weights 1/4,1/2,1/4): dip 0.9201
10 mV drop: field 0.0390 MV/cm; dip 0.0080
Image lowering at mid-film, metal contacts, eps_r=12: 0.0324 eV
  dip with barrier uniformly lower by this: 0.0018
```
